# When a freely decaying temperature wave oscillates: estimate and exact threshold

## Problem

In a very pure crystal at low temperature, heat can move as a damped wave instead of spreading by diffusion. Let $T(x,t)$ be the small deviation of temperature from a uniform background, $q(x,t)$ the heat flux along $x$, and $C$ the heat capacity per volume. Energy conservation and a flux law with a finite relaxation time $\tau$ read

$$C\,\frac{\partial T}{\partial t}=-\frac{\partial q}{\partial x},\qquad \tau\,\frac{\partial q}{\partial t}+q=-\kappa\,\frac{\partial T}{\partial x}.$$

The conductivity $\kappa$, $C$ and $\tau$ are positive constants. Define the speed $c$ by $c^2=\kappa/(C\tau)$.

At $t=0$ a temperature pattern of real wavevector $k>0$ is imposed, and it is then left to decay freely.

1. For which $k$ does its amplitude oscillate, in the sense of changing sign again and again?
2. How far into that range must $k$ lie for the oscillation to be visible?
3. Does the same condition hold for a wave driven at a real frequency?
4. When can the flux law itself be trusted near the threshold?

For numbers, take a transient thermal grating: two crossed laser pulses heat a crystal in stripes, and the decay of the stripes is followed in time. The heating is assumed uniform through the depth, so that the problem is one-dimensional. The model values are round and only roughly typical: $c=3.0$ µm/ns, $\tau=0.80$ ns, and stripe periods of 10, 25 and 40 µm.

## First estimate by scaling

The flux law contains two competing effects. The term $\tau\,\partial q/\partial t$ gives the heat flux inertia, so that it can persist after the temperature has become flat and carry heat on into the formerly cold stripes. The term $q$ makes the flux die out in a time of order $\tau$.

Without the second term, the pattern would oscillate at angular frequency $ck$. Inertia should win if the flux survives for about one radian of this oscillation:

$$ck\,\tau\gtrsim 1,\qquad k\gtrsim\frac{1}{c\tau},\qquad \lambda\lesssim 2\pi c\tau .$$

The diffusive side gives the same scale. If inertia is negligible, the pattern decays at the rate $(\kappa/C)k^2=c^2\tau k^2$. Neglecting inertia is consistent only while this rate is small compared with $1/\tau$, that is, while $ck\tau\ll1$.

With $c\tau=3.0\times0.80=2.4$ µm, the estimated boundary lies at $\lambda\approx 15$ µm. The estimate fixes the combination $c\tau$, but it cannot fix the numerical factor, nor say whether the boundary is sharp.

## Exact solution

### Equation for the amplitude

Differentiate energy conservation with respect to time and multiply by $\tau$:

$$C\tau\,\frac{\partial^2T}{\partial t^2}=-\frac{\partial}{\partial x}\left(\tau\frac{\partial q}{\partial t}\right).$$

The flux law gives $\tau\,\partial q/\partial t=-q-\kappa\,\partial T/\partial x$, so the right side is $\partial q/\partial x+\kappa\,\partial^2T/\partial x^2$. Energy conservation turns $\partial q/\partial x$ into $-C\,\partial T/\partial t$. Dividing by $C$ and using $\kappa/C=c^2\tau$,

$$\tau\,\frac{\partial^2T}{\partial t^2}+\frac{\partial T}{\partial t}=c^2\tau\,\frac{\partial^2T}{\partial x^2}.$$

Insert $T=A(t)\cos kx$. The second space derivative supplies $-k^2$, and division by $\tau$ leaves

$$A''+\frac1\tau A'+c^2k^2A=0 .$$

A pattern that also contains $B(t)\sin kx$ adds nothing new, since $B$ obeys the same equation.

The trial form $A=e^{st}$ gives $s^2+s/\tau+c^2k^2=0$, with roots

$$s_\pm=\frac{-1\pm\sqrt{1-4c^2\tau^2k^2}}{2\tau}.$$

The square root vanishes at

$$k_c=\frac{1}{2c\tau}.$$

It remains to show that this value separates repeated sign changes from their absence, for every initial condition.

### Above, below and at $k_c$

**$k>k_c$.** The roots are $-1/(2\tau)\pm i\Omega$, with

$$\Omega=\sqrt{c^2k^2-\frac{1}{4\tau^2}} .$$

Every nonzero real solution has the form $A=R\,e^{-t/2\tau}\cos(\Omega t-\varphi)$ with $R\neq0$. The exponential never vanishes, and the cosine changes sign every $\pi/\Omega$. The amplitude oscillates.

**$k<k_c$.** Both roots are real and negative, because the square root lies between 0 and 1. Write them as $-\gamma_1$ and $-\gamma_2$ with $0<\gamma_1<\gamma_2$. Then

$$A=a\,e^{-\gamma_1t}+b\,e^{-\gamma_2t}=e^{-\gamma_2t}\left[a\,e^{(\gamma_2-\gamma_1)t}+b\right].$$

The bracket is monotonic in $t$ if $a\ne0$ and constant if $a=0$. A nonzero solution therefore has at most one zero, and it does not oscillate.

**$k=k_c$.** The double root gives $A=(a+bt)\,e^{-t/2\tau}$, again with at most one zero.

A freely decaying pattern of real wavevector thus oscillates if and only if

$$k>\frac{1}{2c\tau},\qquad\text{or}\qquad \lambda<4\pi c\tau .$$

The inequality is strict. An arbitrary initial profile is a sum of such patterns which evolve independently, so its long-wavelength components decay without oscillating while its short ones oscillate.

The single zero allowed below threshold can really occur. From $a+b=A(0)$ and $-\gamma_1a-\gamma_2b=A'(0)$,

$$a=\frac{A'(0)+\gamma_2A(0)}{\gamma_2-\gamma_1}.$$

For $A(0)>0$, the late-time sign is negative if $A'(0)<-\gamma_2A(0)$. A strong initial flux then carries the pattern through zero once. One observed sign change is therefore not proof of an oscillation.

These statements were tested by evolving the two original first-order equations on a periodic grid of 64 cells per wavelength for a time $45\tau$. Starting with $q=0$, the amplitude changed sign 0 times at $k/k_c=0.5$ and at 0.95, 2 times at 1.05, and 12 times at 2.0. At $k/k_c=0.95$ with $A'(0)=-2A(0)/\tau$, it changed sign once.

### Two limits

For $k\ll k_c$, expand $\sqrt{1-\epsilon}\approx1-\epsilon/2-\epsilon^2/8$ with $\epsilon=4c^2\tau^2k^2$. The slow rate becomes

$$\gamma_1=\frac{1-\sqrt{1-\epsilon}}{2\tau}\approx c^2\tau k^2\left(1+c^2\tau^2k^2\right).$$

The leading term is ordinary diffusion. The correction is positive: within this flux law, inertia makes the late decay faster than diffusion predicts. Its size depends on the model. For the gray gas with resistive collisions alone, treated below, it is five times smaller, and in real crystals with a broad spread of phonon mean free paths short-period gratings can decay more slowly than diffusion predicts. The other mode has $\gamma_2\approx1/\tau$ and describes the adjustment of the flux to the temperature gradient.

For $k\gg k_c$, the form $\Omega=ck\sqrt{1-(k_c/k)^2}$ shows that the frequency approaches $ck$. The damping rate of the amplitude stays at $1/(2\tau)$ in this model, however short the wavelength.

### How deep is the undershoot?

Suppose the heating is so fast that no flux has yet built up: $q=0$ at $t=0$. Energy conservation then gives $A'(0)=0$, and for $k>k_c$ the solution is

$$A=A(0)\,e^{-t/2\tau}\left[\cos\Omega t+\frac{\sin\Omega t}{2\Omega\tau}\right].$$

On differentiation, the two cosine terms $\mp\cos\Omega t/(2\tau)$ cancel. The sine terms combine through $\Omega^2+1/(4\tau^2)=c^2k^2$:

$$A'=-A(0)\,\frac{c^2k^2}{\Omega}\,e^{-t/2\tau}\sin\Omega t .$$

The first minimum is at $t=\pi/\Omega$, half a period after the pulse. There the cosine is $-1$ and the sine is 0, so the undershoot relative to the initial amplitude is

$$r=-\frac{A(\pi/\Omega)}{A(0)}=\exp\left(-\frac{\pi}{2\Omega\tau}\right).$$

Since $2\Omega\tau=\sqrt{(k/k_c)^2-1}$, solving for $k$ gives

$$\frac{k}{k_c}=\sqrt{1+\left[\frac{\pi}{\ln(1/r)}\right]^2}.$$

Just above $k_c$ the period diverges while the damping time stays at $2\tau$, so the signal is gone before it can swing back. The mathematical threshold is sharp, but the visible onset is gradual.

### The three gratings

The threshold is

$$k_c=\frac{1}{2\times2.4\ \text{µm}}=0.2083\ \text{rad/µm},\qquad \lambda_c=4\pi\times2.4\ \text{µm}=30.16\ \text{µm}.$$

**Period 10 µm.** Here $k=0.6283$ rad/µm, which is $3.016\,k_c$. With $ck=1.885$ rad/ns and $1/(2\tau)=0.625$ ns$^{-1}$,

$$\Omega=\sqrt{1.885^2-0.625^2}=1.778\ \text{rad/ns}.$$

The period is 3.53 ns. The minimum comes at 1.77 ns with an undershoot of 33%: the formerly hot stripes are now cooler than the average over the grating by a third of their initial excess over it.

**Period 25 µm.** Now $k=1.206\,k_c$ and $\Omega=0.4217$ rad/ns. The minimum comes at 7.45 ns, more than nine relaxation times after the pulse, and reaches only 0.95% of the initial amplitude. This grating oscillates by definition, but a measurement with a few per cent of noise would not show it.

**Period 40 µm.** With $k=0.754\,k_c$ the decay is monotonic for $q=0$ at the start. The two rates are 0.2144 and 1.0356 ns$^{-1}$. Diffusion alone would give $c^2\tau k^2=0.1777$ ns$^{-1}$, so the actual late decay is about 21% faster than the diffusive value. Absence of oscillation does not mean that inertia is negligible.

An undershoot of 10% requires $k=1.692\,k_c$, or a stripe period of at most 17.8 µm.

### A driven wave has no such threshold

Now let a boundary be heated at a real frequency $\omega$, and look for $T\propto e^{i(kx-\omega t)}$ with complex $k$. The wave equation gives $-\tau\omega^2-i\omega=-c^2\tau k^2$, hence

$$k^2=\frac{\omega^2+i\omega/\tau}{c^2}.$$

Write $k=p+ig$ with $p,g>0$, so that the wave decays away from the boundary. The real part of $k^2$ is $p^2-g^2$ and its modulus is $p^2+g^2$. Adding them,

$$p^2=\frac{\omega^2+\sqrt{\omega^4+\omega^2/\tau^2}}{2c^2}.$$

This tends to zero with $\omega$, so $p$ has no positive lower bound. At 20 MHz, $p=0.0982$ rad/µm, less than half of $k_c$, and $g=0.0888$ µm$^{-1}$. The temperature at every point oscillates because the source forces it to. The threshold $k_c$ belongs to free decay at real wavevector.

### When the flux law holds

The flux law replaces the whole phonon distribution by two quantities, $T$ and $q$. To see what this needs, take a gray phonon gas: all phonons have speed $v$, and $f(\mu,t)\,e^{ikx}$ is the energy deviation of those moving at direction cosine $\mu$. Resistive collisions (time $\tau$) destroy the heat flux; normal collisions (time $\tau_N$) conserve it:

$$\frac{\partial f}{\partial t}+ikv\mu f=-\frac{f-f_0}{\tau}-\frac{f-f_0-3\mu f_1}{\tau_N},\qquad f_n=\frac12\int_{-1}^{1}\mu^nf\,d\mu .$$

Here $f_0$ is proportional to $T$ and $f_1$ to $q$. Averaging with weights 1 and $\mu$ gives

$$f_0'=-ikvf_1,\qquad f_1'=-ikvf_2-\frac{f_1}{\tau}.$$

If $f_2=f_0/3$, these are the original equations with $c=v/\sqrt3$. The deviation $p_2=f_2-f_0/3$ measures the error. The $\mu^2$ average, minus one third of the first equation, yields

$$p_2'=-\Gamma p_2-ikv\left(f_3-\tfrac13f_1\right),\qquad \Gamma=\frac1\tau+\frac1{\tau_N}.$$

**Fast normal collisions.** For $\tau_N\ll\tau$ and $kv\ll\Gamma$, the distribution stays close to $f_0+3\mu f_1$, so $f_3\approx\frac35f_1$, and $p_2'$ is small beside $\Gamma p_2$. Then $p_2\approx-\frac{4}{15}ikvf_1/\Gamma$. In the flux equation this adds a damping rate $\frac{4}{15}k^2v^2/\Gamma=\nu k^2$, where $v^2=3c^2$ gives

$$\nu=\frac{4c^2}{5\,\Gamma}.$$

The amplitude equation keeps its form with $1/\tau$ replaced by $1/\tau+\nu k^2$. Oscillation requires $1/\tau+\nu k^2<2ck$, and the lower edge of this range is

$$k_-=\frac{c-\sqrt{c^2-\nu/\tau}}{\nu}\approx k_c\left(1+\frac{\nu}{4c^2\tau}\right).$$

For $\tau_N=0.020$ ns, $\nu=0.1405$ µm²/ns and the threshold rises by 0.49%. Solving the kinetic equation numerically with 24 directions gives 0.50%. The inequality also has an upper edge near $2c/\nu$, but there $kv/\Gamma$ is no longer small, so no conclusion can be drawn from it.

**Resistive collisions alone.** Drop the $\tau_N$ term and set $f\propto e^{st}$, $K=kv\tau$, $b=s\tau+1$. Then $f=f_0/(b+iK\mu)$. Averaging over $\mu$, for real $b>0$,

$$1=\frac12\int_{-1}^{1}\frac{d\mu}{b+iK\mu}=\frac1K\arctan\frac Kb .$$

Hence $s\tau=K\cot K-1$ for $K<\pi/2$, which is real. At $k=1.5\,k_c$, where the flux law predicts oscillation, $K=1.299$ and $s\tau=-0.638$. A numerical solution with 64 directions confirmed that this is the slowest mode. It decays without oscillating and outlasts the rest of the signal, so without normal collisions the lasting oscillation predicted by the flux law is absent at this $k$. Near the threshold, the flux law can be trusted when normal collisions are much faster than resistive ones.

## Comparison of estimate and exact result

The scaling argument found the right combination $1/(c\tau)$, but its boundary lies at $2k_c$, or 15 µm instead of 30.16 µm. The factor of two has a definite origin. The flux on its own relaxes at the rate $1/\tau$, and the estimate compared $ck$ with that rate. In the coupled problem the two roots add up to $-1/\tau$, and in the oscillating range they share this sum equally. The amplitude is therefore damped at $1/(2\tau)$, and this is the rate that $ck$ must exceed.

For the gratings at 10 and 40 µm, both conditions give the same verdict. At 25 µm they differ: the estimate says no wave, the exact condition says oscillation, and the undershoot is below 1%. Since $2k_c$ exceeds the $1.692\,k_c$ needed for a 10% undershoot, the estimate serves better as a guide to visible waves than as the threshold.

**Beside a real experiment.** Speeds of a few µm/ns, relaxation times near a nanosecond and micrometre stripe periods are reasonable for a clean crystal in which normal collisions dominate. The implied diffusivity, $c^2\tau=7.2$ µm²/ns $=72$ cm²/s, is far above the rough 1 cm²/s of a good heat conductor at room temperature. With that lower value and the same $c$, the flux law would put the threshold wavelength $4\pi(c^2\tau)/c$ at only about 0.4 µm. This is an order of magnitude only: the implied $\tau=0.011$ ns is not long compared with $\tau_N$, so the flux law is outside its range. In the gray gas with resistive collisions alone the real slow mode ends at $K=\pi/2$, which corresponds to about 0.23 µm. Either way, none of the three gratings would oscillate. The corrections that can be sized for the example are these:

- **Finite $\tau_N$.** At 10 µm, $\nu k^2$ adds 4.4% to the damping rate $1/\tau$, and the kinetic equation lowers the undershoot from 33% to 31%.
- **Walls.** Phonons that met no collisions would cross a crystal 1.0 mm thick at a rate $v/(1.0\ \text{mm})$, which is 0.42% of $1/\tau$. If each crossing destroyed the flux, $k_c$ would rise by that fraction. This crossing estimate is not a general bound. Normal collisions scatter the phonons about every $v\tau_N\approx0.1$ µm, so the walls act through a thin viscous layer. That layer binds a mode to each wall, and its threshold lies above the bulk value by about $v^2/(20\,\Gamma c^2\tau)\approx0.37\%$ for fully rough walls, less with slip. In a thick crystal this shift does not depend on the thickness. At 1.0 mm it lies just below 0.42%; in a crystal a few times thicker it would exceed the crossing estimate.
- **Warming.** Let $1/\tau$ vary as $\exp(-300\ \text{K}/T_b)$ with background temperature $T_b=100$ K, and hold $c$ fixed. Then $k_c$ rises by 3.0% per kelvin. In the flux law, without the finite-$\tau_N$ correction, the 10 µm oscillation ends when $\tau$ has fallen by the factor 3.016, at about 158 K.

For locating the threshold, an error of 1 K in the background temperature matters more than either of the other two corrections, which shift $k_c$ by about 0.5% and, for this thickness, by about 0.4% or less. Real crystals also break the assumptions of a single phonon lifetime, isotropy and uniform heating in depth; their effect has not been sized here. The full set of values is in the numerical output.

## Table of computed values

```
wave speed c = 3.0 um/ns
flux relaxation time tau = 0.80 ns
normal-collision time tau_N = 0.020 ns
diffusivity c^2 tau = 7.20 um^2/ns
diffusivity c^2 tau = 72.0 cm^2/s
threshold wavevector k_c = 0.2083 rad/um
threshold wavelength = 30.16 um
sign changes in 45 tau at k/k_c = 0.5: 0
sign changes in 45 tau at k/k_c = 0.95: 0
sign changes in 45 tau at k/k_c = 1.05: 2
sign changes in 45 tau at k/k_c = 2.0: 12
overdamped, strong initial flux: sign changes = 1
grating 10 um: k = 0.6283 rad/um, k/k_c = 3.016
  c k = 1.8850 rad/ns, Omega = 1.7783 rad/ns
  period = 3.533 ns, minimum at 1.767 ns
  undershoot: formula 33.15 %, grid 33.13 %
grating 25 um: k = 0.2513 rad/um, k/k_c = 1.206
  c k = 0.7540 rad/ns, Omega = 0.4217 rad/ns
  period = 14.898 ns, minimum at 7.449 ns
  undershoot: formula 0.95 %, grid 0.95 %
k/k_c for 10 % undershoot = 1.692
wavelength for 10 % undershoot = 17.83 um
grating 40 um: k = 0.1571 rad/um, k/k_c = 0.754
  slow rate = 0.2144 /ns, fast rate = 1.0356 /ns
  slow rate measured on grid = 0.2142 /ns
  diffusive estimate c^2 tau k^2 = 0.1777 /ns
drive frequency = 20 MHz
  driven Re k = 0.0982 rad/um
  driven Im k = 0.0888 /um
phonon speed v = 5.196 um/ns
viscous coefficient nu = 0.1405 um^2/ns
threshold shift, kinetic equation = 0.499 %
threshold shift, viscous formula = 0.493 %
10 um grating: nu k^2 tau = 4.44 %
10 um grating: kinetic undershoot = 31.34 %
resistive only, k/k_c = 1.5: K = k v tau = 1.2990
  slow kinetic mode s tau = -0.6380 (real)
crystal thickness = 1.0 mm
wall rate / resistive rate = 0.42 %
background temperature = 100 K
activation temperature of resistive rate = 300 K
rise of k_c for 1 K warming = 3.01 %
10 um oscillation ends at T = 158.2 K
```
